# One-centre kinetic energy density without angular differentiation: test program

```python
"""
Result under test: for real orthonormal spherical harmonics Y_lm and the
angular gradient D = r*grad, the coefficient of Y_LM in D Y_lm . D Y_l'm' is
    G * Lam,   Lam = [l(l+1) + l'(l'+1) - L(L+1)] / 2,
with G the integral of Y_lm Y_l'm' Y_LM over the unit sphere.
Consequence for one-centre functions phi_i = R_i(r) Y_i and occupancies rho_ij:
    tau_LM(r) = 1/2 sum_ij rho_ij G [R_i' R_j' + Lam R_i R_j / r^2].
The direct side uses Cartesian finite differences, which know nothing of Lam.
Hartree atomic units. Harmonics are stored at index l*l + l + m.
"""
import numpy as np
from math import factorial, pi, sqrt
from scipy.special import lpmv
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def harmonics(points, lmax):
    """Real harmonics of the direction of each point, shape (lm, points)."""
    x, y, z = points.T
    cos_theta = np.clip(z / np.sqrt(x * x + y * y + z * z), -1.0, 1.0)
    azimuth = np.arctan2(y, x)
    rows = []
    for l in range(lmax + 1):
        for m in range(-l, l + 1):
            k = abs(m)
            norm = sqrt((2*l + 1) / (4*pi) * factorial(l - k) / factorial(l + k))
            value = norm * (-1)**k * lpmv(k, l, cos_theta)
            if m > 0:
                value = value * sqrt(2) * np.cos(k * azimuth)
            elif m < 0:
                value = value * sqrt(2) * np.sin(k * azimuth)
            rows.append(value)
    return np.array(rows)


def sphere_grid(n_theta):
    """Product quadrature, exact for polynomials up to degree 2*n_theta-1."""
    c, wc = np.polynomial.legendre.leggauss(n_theta)
    n_phi = 2 * n_theta
    phi = 2 * pi * (np.arange(n_phi) + 0.5) / n_phi
    c2, p2 = np.meshgrid(c, phi, indexing="ij")
    s2 = np.sqrt(1 - c2**2)
    pts = np.stack([s2*np.cos(p2), s2*np.sin(p2), c2], axis=-1).reshape(-1, 3)
    return pts, np.repeat(wc, n_phi) * 2 * pi / n_phi


def derivatives(f, points, h):
    """Fourth-order Cartesian finite differences: gradient and Laplacian."""
    f0 = f(points)
    grad, lap = [], 0.0
    for axis in range(3):
        e = np.zeros(3)
        e[axis] = h
        a, b, c, d = [f(points + k * e) for k in (-2, -1, 1, 2)]
        grad.append((a - 8*b + 8*c - d) / (12*h))
        lap = lap + (-a + 16*b - 30*f0 + 16*c - d) / (12*h*h)
    return np.array(grad), lap


# ---- angular identity for all l, l' <= 3 -----------------------------------
l_fun, l_out = 3, 7
ell = np.array([l for l in range(l_out + 1) for _ in range(2*l + 1)])
nf = (l_fun + 1)**2
directions, weights = sphere_grid(16)
y_out = harmonics(directions, l_out)
y_fun = y_out[:nf]


def pair_products(points):
    y = harmonics(points, l_fun)
    return y[:, None, :] * y[None, :, :]


grad_y, lap_y = derivatives(lambda p: harmonics(p, l_fun), directions, 2e-3)
_, lap_pairs = derivatives(pair_products, directions, 2e-3)
grad_dot = np.einsum("xin,xjn->ijn", grad_y, grad_y)


def project(pair_function):
    return pair_function @ (y_out * weights).T


gaunt = project(y_fun[:, None, :] * y_fun[None, :, :])
li, lj, lo = ell[:nf, None, None], ell[None, :nf, None], ell[None, None, :]
lam = (li*(li + 1) + lj*(lj + 1) - lo*(lo + 1)) / 2

# product rule on the sphere, with each Laplacian differenced on its own
rule = (y_fun[:, None]*lap_y[None] + lap_y[:, None]*y_fun[None] + 2*grad_dot)
err_rule = np.abs(lap_pairs - rule).max()
assert err_rule < 1e-5
# eigenvalue equation, and the Laplacian moved onto Y_LM
err_eigen = np.abs(lap_y + (ell[:nf]*(ell[:nf] + 1))[:, None]*y_fun).max()
assert err_eigen < 1e-5
err_adjoint = np.abs(project(lap_pairs) + lo*(lo + 1)*gaunt).max()
assert err_adjoint < 1e-5
# the identity itself
grad_components = project(grad_dot)
err_identity = np.abs(grad_components - gaunt*lam).max()
assert err_identity < 1e-7
# selection rules: triangle and parity
forbidden = (lo > li + lj) | (lo < abs(li - lj)) | ((li + lj + lo) % 2 == 1)
assert np.abs(gaunt[forbidden]).max() < 1e-12
assert np.abs(grad_components[forbidden]).max() < 1e-7
# limiting factors from measured ratios of integrals (m = m' = M = 0)
for l1 in range(1, l_fun + 1):
    for l2 in range(1, l_fun + 1):
        for big_l, expected in ((l1 + l2, -l1*l2),
                                (abs(l1 - l2), min(l1, l2)*(max(l1, l2) + 1))):
            i, j, k = l1*l1 + l1, l2*l2 + l2, big_l*big_l + big_l
            ratio = grad_components[i, j, k] / gaunt[i, j, k]
            assert abs(ratio - expected) < 1e-5
# pointwise reconstruction away from the quadrature points
rng = np.random.default_rng(7)
random_dirs = rng.normal(size=(40, 3))
random_dirs /= np.linalg.norm(random_dirs, axis=1)[:, None]
g_rand, _ = derivatives(lambda p: harmonics(p, l_fun), random_dirs, 2e-3)
err_point = np.abs(np.einsum("xin,xjn->ijn", g_rand, g_rand)
                   - (gaunt*lam) @ harmonics(random_dirs, l_out)).max()
assert err_point < 1e-6

# ---- one-centre functions: one s, one p and one d shell ---------------------
nb = 9
l_b = ell[:nb]
zeta_shell = np.array([2.0, 1.0, 1.5])
zeta = zeta_shell[l_b]
norm_b = np.array([sqrt((2*z)**(2*l + 3) / factorial(2*l + 2))
                   for l, z in zip(l_b, zeta)])
G = gaunt[:nb, :nb, :25]
GL = G * lam[:nb, :nb, :25]


def radial(r):
    """R_i(r) and R_i'(r), shape (functions, radii)."""
    r = np.atleast_1d(r)[None, :]
    R = norm_b[:, None] * r**l_b[:, None] * np.exp(-zeta[:, None]*r)
    return R, (l_b[:, None]/r - zeta[:, None]) * R


def orbitals(points):
    return radial(np.linalg.norm(points, axis=1))[0] * harmonics(points, 2)


def tau_parts(r, rho):
    """Radial and angular parts of tau_LM, shape (LM, radii)."""
    r = np.atleast_1d(r)
    R, dR = radial(r)
    part_r = 0.5*np.einsum("ij,in,jn,ijL->Ln", rho, dR, dR, G, optimize=True)
    part_a = 0.5*np.einsum("ij,in,jn,ijL->Ln", rho, R, R, GL, optimize=True)
    return part_r, part_a / r**2


# tau for a random positive occupancy matrix that mixes all l and m
mix = rng.normal(size=(nb, nb))
rho_random = mix @ mix.T
radii = rng.uniform(0.5, 3.0, size=40)
cloud = random_dirs * radii[:, None]
g_orb, _ = derivatives(orbitals, cloud, 1e-3)
tau_direct = 0.5*np.einsum("ij,xin,xjn->n", rho_random, g_orb, g_orb)
tau_sum = np.sum(sum(tau_parts(radii, rho_random)) * harmonics(cloud, 4), axis=0)
err_tau = np.abs(tau_sum/tau_direct - 1).max()
assert err_tau < 1e-6

# kinetic energy and tau-potential matrix elements over all space
t, wt = np.polynomial.legendre.leggauss(50)
r_grid, w_grid = 10*(t + 1), 10*wt
ang, w_ang = sphere_grid(10)
space = (r_grid[:, None, None] * ang[None]).reshape(-1, 3)
w_space = ((w_grid*r_grid**2)[:, None] * w_ang[None]).ravel()


def v_tau(p):
    x, y, z = p.T
    return np.exp(-0.1*(x*x + y*y + z*z)) * (1 + 0.4*z + 0.3*x*y)


phi = orbitals(space)
g_phi, lap_phi = derivatives(orbitals, space, 5e-4)
g_v, _ = derivatives(v_tau, space, 5e-4)
v = v_tau(space)
div_term = v*lap_phi + np.einsum("xn,xjn->jn", g_v, g_phi)
v_direct = -0.5 * (phi*w_space) @ div_term.T
v_lm = (harmonics(ang, 4)*w_ang) @ v.reshape(len(r_grid), -1).T
R, dR = radial(r_grid)
v_formula = 0.5*(
    np.einsum("ijL,Ln,in,jn,n->ij", G, v_lm, dR, dR, w_grid*r_grid**2,
              optimize=True)
    + np.einsum("ijL,Ln,in,jn,n->ij", GL, v_lm, R, R, w_grid, optimize=True))
err_v = np.abs(v_direct - v_formula).max()
assert err_v < 1e-5

# ---- worked example: one electron in a p_z - d_z2 hybrid --------------------
pz, dz2 = 2, 6
coef = np.zeros(nb)
coef[pz], coef[dz2] = 0.6, 0.8
rho = np.outer(coef, coef)
r0 = 1.5
all_r, all_a = tau_parts(r_grid, rho)
measure = sqrt(4*pi) * w_grid * r_grid**2
T_radial, T_angular = all_r[0] @ measure, all_a[0] @ measure
T_total = T_radial + T_angular
T_direct = -0.5*np.sum(w_space * (coef @ phi) * (coef @ lap_phi))
assert abs(T_total - T_direct) < 1e-5

part_r, part_a = [p[:, 0] for p in tau_parts(r0, rho)]
tau_lm = part_r + part_a
angles = np.array([0.0, 45.0, 90.0, 135.0, 180.0])


def on_meridian(degrees):
    th = np.radians(degrees)
    return r0*np.stack([np.sin(th), 0*th, np.cos(th)], axis=1)


def density(p):
    return (coef @ orbitals(p))**2


places = on_meridian(angles)
tau_full = tau_lm @ harmonics(places, 4)
g_ex, _ = derivatives(lambda p: coef @ orbitals(p), places, 1e-3)
tau_grad = 0.5*np.sum(g_ex**2, axis=0)
g_n, _ = derivatives(density, places, 1e-3)
tau_w = np.sum(g_n**2, axis=0) / (8*density(places))
kept = ell[:25] <= 2
tau_cut = tau_lm[kept] @ harmonics(places, 4)[kept]
assert np.allclose(tau_full, tau_grad, rtol=1e-6, atol=1e-9)
assert np.allclose(tau_full, tau_w, rtol=1e-5, atol=1e-9)
# cutting the expansion keeps the sphere average but breaks the lower bound
tau_sphere = 0.5*np.sum(
    derivatives(lambda p: coef @ orbitals(p), r0*ang, 1e-3)[0]**2, axis=0)
cut_sphere = tau_lm[kept] @ harmonics(ang, 4)[kept]
mean_full = tau_sphere @ w_ang / (4*pi)
mean_cut = cut_sphere @ w_ang / (4*pi)
assert abs(mean_full - mean_cut) < 1e-8
assert tau_cut[1] < 0.95*tau_w[1]

# ---- printed numbers --------------------------------------------------------
print("Largest deviations, all l,l' <= 3 (dimensionless)")
print(f"  product rule on the sphere        {err_rule:.1e}")
print(f"  eigenvalue equation               {err_eigen:.1e}")
print(f"  Laplacian moved onto Y_LM         {err_adjoint:.1e}")
print(f"  gradient-product identity         {err_identity:.1e}")
print(f"  pointwise reconstruction          {err_point:.1e}")
print(f"tau, random occupancies, relative   {err_tau:.1e}")
print(f"tau-potential matrix, hartree       {err_v:.1e}")
print("Gaunt coefficient G, factor Lam, G*Lam, direct integral (m=M=0)")
for name, i, j, Ls in (("p p", pz, pz, (0, 2)), ("p d", pz, dz2, (1, 3)),
                       ("d d", dz2, dz2, (0, 2, 4))):
    for L in Ls:
        k = L*L + L
        print(f"  {name} L={L}  {gaunt[i, j, k]:.6f}  {lam[i, j, k]:5.1f}"
              f"  {gaunt[i, j, k]*lam[i, j, k]:9.6f}"
              f"  {grad_components[i, j, k]:9.6f}")
print(f"Hybrid coefficients p, d: {coef[pz]:.1f}, {coef[dz2]:.1f}")
print(f"Exponents p, d: {zeta[pz]:.1f}, {zeta[dz2]:.1f} bohr^-1")
print(f"Radius: {r0:.1f} bohr")
R0, dR0 = radial(r0)
for name, i in (("p", pz), ("d", dz2)):
    print(f"  R_{name} = {R0[i, 0]:.6f} bohr^-3/2,"
          f" R_{name}' = {dR0[i, 0]:.6f} bohr^-5/2")
print("tau_L0 in hartree/bohr^3: L, radial part, angular part, sum")
for L in range(5):
    k = L*L + L
    print(f"  {L}  {part_r[k]:10.7f}  {part_a[k]:10.7f}  {tau_lm[k]:10.7f}")
print("tau in hartree/bohr^3: angle (deg), L sum, direct, Weizsaecker, L<=2")
for row in zip(angles, tau_full, tau_grad, tau_w, tau_cut):
    print(f"  {row[0]:5.0f}  " + "  ".join(f"{q:.7f}" for q in row[1:]))
print(f"Sphere average of tau, direct: {mean_full:.7f} hartree/bohr^3")
print(f"Sphere average of tau, L<=2:   {mean_cut:.7f} hartree/bohr^3")
print(f"L<=2 value over Weizsaecker value at 45 deg: {tau_cut[1]/tau_w[1]:.4f}")
print(f"Kinetic energy, radial part:  {T_radial:.6f} hartree")
print(f"Kinetic energy, angular part: {T_angular:.6f} hartree")
print(f"Kinetic energy from tau_00:   {T_total:.6f} hartree"
      f" = {T_total*HARTREE_EV:.4f} eV")
print(f"Kinetic energy from Laplacian: {T_direct:.6f} hartree")
print("no test failed")
```

It prints:

```
Largest deviations, all l,l' <= 3 (dimensionless)
  product rule on the sphere        2.3e-09
  eigenvalue equation               1.4e-09
  Laplacian moved onto Y_LM         1.4e-09
  gradient-product identity         6.6e-10
  pointwise reconstruction          8.6e-10
tau, random occupancies, relative   2.9e-12
tau-potential matrix, hartree       1.4e-09
Gaunt coefficient G, factor Lam, G*Lam, direct integral (m=M=0)
  p p L=0  0.282095    2.0   0.564190   0.564190
  p p L=2  0.252313   -1.0  -0.252313  -0.252313
  p d L=1  0.252313    3.0   0.756940   0.756940
  p d L=3  0.247767   -2.0  -0.495533  -0.495533
  d d L=0  0.282095    6.0   1.692569   1.692569
  d d L=2  0.180224    3.0   0.540671   0.540671
  d d L=4  0.241796   -4.0  -0.967182  -0.967182
Hybrid coefficients p, d: 0.6, 0.8
Exponents p, d: 1.0, 1.5 bohr^-1
Radius: 1.5 bohr
  R_p = 0.386473 bohr^-3/2, R_p' = -0.128824 bohr^-5/2
  R_d = 0.413312 bohr^-3/2, R_d' = -0.068885 bohr^-5/2
tau_L0 in hartree/bohr^3: L, radial part, angular part, sum
  0   0.0012710   0.0478630   0.0491341
  1   0.0010747   0.0257939   0.0268686
  2   0.0010274   0.0101209   0.0111483
  3   0.0010554  -0.0168861  -0.0158307
  4   0.0003672  -0.0234981  -0.0231309
tau in hartree/bohr^3: angle (deg), L sum, direct, Weizsaecker, L<=2
      0  0.0026301  0.0026301  0.0026301  0.0340207
     45  0.0349426  0.0349426  0.0349426  0.0249015
     90  0.0030036  0.0030036  0.0030036  0.0103444
    135  0.0121994  0.0121994  0.0121994  0.0063355
    180  0.0000045  0.0000045  0.0000045  0.0077646
Sphere average of tau, direct: 0.0138605 hartree/bohr^3
Sphere average of tau, L<=2:   0.0138605 hartree/bohr^3
L<=2 value over Weizsaecker value at 45 deg: 0.7126
Kinetic energy, radial part:  0.204000 hartree
Kinetic energy, angular part: 0.696000 hartree
Kinetic energy from tau_00:   0.900000 hartree = 24.4902 eV
Kinetic energy from Laplacian: 0.900000 hartree
no test failed
```
